**Becke-Johnson exchange potential of the spin-polarized hydrogen atom**

The Becke-Johnson potential adds C·sqrt(2t/ρ) to the Slater potential v_S, where ρ is the spin density, t = ½|∇φ|² is the kinetic-energy density and C = sqrt(5/12)/π. For the hydrogen 1s orbital this term is the constant C = 0.2055 hartree, so the orbital stays exact while its eigenvalue becomes −0.2945 instead of −0.5 hartree. The program asserts the value of C from a numerical exchange hole of the uniform gas, and the cancellation of v_S against the Hartree potential for two different orbitals. It asserts that the correction is constant for the 1s orbital and not for a Gaussian. A self-consistent radial calculation from a wrong starting orbital must reach the predicted eigenvalue, the exact orbital and the unchanged 1s–2s spacing of 0.375 hartree; a second run covers the one-electron ion with Z = 2. Integrating the equation for the logarithmic slope 0.01 hartree above and below the eigenvalue gives a node in one case and a growing orbital in the other. The output also shows a total energy of −0.5 hartree with exact exchange, and neglected nuclear motion and relativity of 7.41 and −0.18 meV, against an eigenvalue error of 5.59 eV.

## Program and output

```python
"""Becke-Johnson (BJ) exchange potential for the spin-polarized hydrogen atom.

Result under test (Hartree atomic units):
    v_BJ = v_S + C*sqrt(2 t/rho),  C = sqrt(5/12)/pi,  t = (1/2)|grad phi|^2
For phi = exp(-r)/sqrt(pi) the second term is the constant C, so the 1s orbital
is self-consistent and exact, but its eigenvalue is -1/2 + C instead of -1/2.
Symbols: v_S Slater potential, v_H Hartree potential, rho = phi^2 density,
t kinetic-energy density, Z nuclear charge, kF Fermi wave number of one spin,
g = -phi'/phi logarithmic slope of the orbital.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import spherical_jn

C = np.sqrt(5 / 12) / np.pi
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]


# ---- uniform gas: the coefficient from the exchange hole -------------------
def gas_slater(rho):
    """Potential of the exchange hole of a one-spin uniform gas."""
    kf = (6 * np.pi**2 * rho) ** (1 / 3)
    s = np.linspace(1e-6, 300, 60001) / kf
    hole = rho * (3 * spherical_jn(1, kf * s) / (kf * s)) ** 2
    return -simpson(4 * np.pi * s * hole, x=s)


def gas_coefficient(rho):
    """(v_x - v_S)/sqrt(2t/rho), v_x from a numerical density derivative."""
    d = 1e-3 * rho
    energy = lambda n: 0.5 * n * gas_slater(n)
    v_x = (energy(rho + d) - energy(rho - d)) / (2 * d)
    kf = (6 * np.pi**2 * rho) ** (1 / 3)
    mean_k2 = quad(lambda k: k**4, 0, kf)[0] / quad(lambda k: k**2, 0, kf)[0]
    return (v_x - gas_slater(rho)) / np.sqrt(mean_k2)


gas_values = [gas_coefficient(n) for n in (0.01, 0.3)]
assert np.allclose(gas_values, C, rtol=1e-4)  # hole integral is cut at kF*s=300


# ---- one orbital: Slater potential cancels Hartree potential ---------------
def orbital_1s(r):
    return np.exp(-r) / np.sqrt(np.pi)


OTHER_NORM = quad(lambda x: 4 * np.pi * x**2 * (1 + x)**2 * np.exp(-2 * x),
                  0, 40)[0]


def orbital_other(r):
    return (1 + r) * np.exp(-r) / np.sqrt(OTHER_NORM)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def slater_from_hole(phi, r):
    """Integrate hole/s, with s the distance from the field point.

    The angle is replaced by d, the distance from the nucleus, which runs from
    |r-s| to r+s; the volume element is 2*pi*s*d/r ds dd. This keeps the
    integrand smooth although the density has a cusp at the nucleus.
    """
    total = 0.0
    for a, b in ((0.0, r), (r, r + 30.0)):
        s = 0.5 * (b - a) * NODES + 0.5 * (a + b)
        ws = 0.5 * (b - a) * WEIGHTS
        low, high = np.abs(r - s), r + s
        half = 0.5 * (high - low)
        d = half[:, None] * NODES[None, :] + 0.5 * (high + low)[:, None]
        hole = (phi(r) * phi(d)) ** 2 / phi(r) ** 2
        inner = half * np.sum(WEIGHTS[None, :] * d * hole, axis=1)
        total += 2 * np.pi / r * np.sum(ws * inner)
    return -total


def hartree_from_shells(phi, r):
    inner = quad(lambda x: 4 * np.pi * x**2 * phi(x)**2, 0, r)[0] / r
    outer = quad(lambda x: 4 * np.pi * x * phi(x)**2, r, r + 40)[0]
    return inner + outer


def hartree_1s(r):
    return (1 - (1 + r) * np.exp(-2 * r)) / r


radii = [0.5, 1.0, 2.0, 5.0, 10.0]
slater_table = [slater_from_hole(orbital_1s, r) for r in radii]
for r, vs in zip(radii, slater_table):
    assert abs(vs + hartree_from_shells(orbital_1s, r)) < 1e-5
    assert abs(vs + hartree_1s(r)) < 1e-5
    assert abs(slater_from_hole(orbital_other, r)
               + hartree_from_shells(orbital_other, r)) < 1e-5


# ---- the correction from three-dimensional finite differences --------------
def correction_3d(phi, r):
    point = r * np.array([0.48, 0.60, 0.64])  # unit vector times r
    h = 1e-4
    grad = [(phi(np.linalg.norm(point + h * e))
             - phi(np.linalg.norm(point - h * e))) / (2 * h) for e in np.eye(3)]
    t = 0.5 * np.dot(grad, grad)
    return C * np.sqrt(2 * t / phi(np.linalg.norm(point)) ** 2)


correction_table = [correction_3d(orbital_1s, r) for r in radii]
assert np.allclose(correction_table, C, atol=1e-6)
gauss = lambda r: np.exp(-0.3 * r**2)
gauss_corr = [correction_3d(gauss, r) for r in (1.0, 2.0)]
assert abs(gauss_corr[1] - gauss_corr[0]) > 0.05  # not constant in general


# ---- self-consistent radial solution from a wrong starting orbital ---------
def log_ground_state(diag, off, energy):
    """Logarithm of the nodeless grid solution, by stable inward ratios."""
    log_ratio = np.zeros(diag.size)
    ratio = 0.0  # the orbital vanishes at the outer wall
    for i in range(diag.size - 1, 0, -1):
        ratio = -off / (diag[i] - energy + off * ratio)
        log_ratio[i] = np.log(ratio)
    return np.cumsum(log_ratio)


def self_consistent(z, step=0.01, box=25.0):
    """v_H + v_S = 0 for one orbital, so only the BJ term needs iterating."""
    h = step / z
    r = h * np.arange(1, int(round(box / step)))
    log_phi = np.log(1 + z * r) - z * r
    off = -0.5 / h**2
    old, first = None, None
    for cycle in range(1, 61):
        slope = np.abs(np.gradient(log_phi, h))
        diag = 1 / h**2 - z / r + C * slope
        e = eigh_tridiagonal(diag, np.full(r.size - 1, off), eigvals_only=True,
                             select="i", select_range=(0, 1))
        if first is None:
            first = e[0]
        log_u = log_ground_state(diag, off, e[0])
        log_phi = log_u - np.log(r)
        if old is not None and abs(e[0] - old) < 1e-9:
            break
        old = e[0]
    else:
        raise AssertionError("self-consistency not reached")
    slope = np.abs(np.gradient(log_phi, h))
    orbital_u = np.exp(log_u - np.max(log_u))
    orbital_u /= np.sqrt(h * np.sum(orbital_u**2))
    return r, orbital_u, slope, e, first, cycle


r1, u1, slope1, e1, e_first, cycles = self_consistent(1)
eps_formula = -0.5 + C
assert abs(e1[0] - eps_formula) < 1e-4  # grid error is of order step^2
assert abs((e1[1] - e1[0]) - 3 / 8) < 1e-4
assert abs(e_first - eps_formula) > 1e-3  # the start really was wrong
inside = r1 < 15
flatness = np.max(np.abs(C * slope1[inside] - C))
assert flatness < 1e-3
orbital_error = np.max(np.abs(u1 - 2 * r1 * np.exp(-r1)))
assert orbital_error < 1e-3
e_ion = self_consistent(2)[3][0]
assert abs(e_ion - (-2 + 2 * C)) < 2e-4


# ---- no other nodeless solution: integrate the slope equation --------------
def slope_fate(shift):
    eps = eps_formula + shift
    rhs = lambda r, g: 2 * (eps + (1 - g) / r + 0.5 * g**2 - C * np.abs(g))
    high = lambda r, g: g[0] - 1000.0
    low = lambda r, g: g[0]
    high.terminal = True
    low.terminal = False
    r0 = 1e-3
    return solve_ivp(rhs, (r0, 60), [1 + 2 * shift * r0 / 3], rtol=1e-9,
                     atol=1e-11, events=(high, low))


above, below = slope_fate(0.01), slope_fate(-0.01)
assert above.t_events[0].size == 1 and np.min(above.y[0]) > 1
assert below.t_events[0].size == 0 and below.t_events[1].size == 1
assert below.y[0, -1] < -0.5  # orbital grows outward
node_radius, turn_radius = above.t_events[0][0], below.t_events[1][0]

# ---- energies by quadrature ------------------------------------------------
radial = lambda f: quad(lambda r: 4 * np.pi * r**2 * f(r), 0, 40,
                        epsabs=1e-11, limit=200)[0]
dens = lambda r: orbital_1s(r) ** 2
dphi = lambda r: (orbital_1s(r + 1e-5) - orbital_1s(r - 1e-5)) / 2e-5
ddens = lambda r: 2 * orbital_1s(r) * dphi(r)
kinetic = radial(lambda r: 0.5 * dphi(r) ** 2)
nuclear = radial(lambda r: -dens(r) / r)
e_hartree = radial(lambda r: 0.5 * dens(r) * hartree_1s(r))
e_exchange = 0.5 * radial(lambda r: -dens(r) * hartree_1s(r))
virial_x = radial(lambda r: (C - hartree_1s(r)) * (3 * dens(r) + r * ddens(r)))
total = kinetic + nuclear + e_hartree + e_exchange
assert abs(e_hartree - 5 / 16) < 1e-7
assert abs(virial_x - e_exchange) < 1e-6
assert abs(total + 0.5) < 1e-7

# ---- effects left out of the model -----------------------------------------
recoil = 0.5 * sc.m_e / (sc.m_e + sc.m_p) * HARTREE_EV * 1000
alpha = sc.fine_structure
relativity = ((np.sqrt(1 - alpha**2) - 1) / alpha**2 + 0.5) * HARTREE_EV * 1000
assert max(abs(recoil), abs(relativity)) < 0.01 * C * HARTREE_EV * 1000

# ---- output ----------------------------------------------------------------
print(f"BJ constant C = {C:.6f} hartree = {C*HARTREE_EV:.3f} eV")
print(f"C from uniform gas, rho=0.01 bohr^-3: {gas_values[0]:.5f}")
print(f"C from uniform gas, rho=0.30 bohr^-3: {gas_values[1]:.5f}")
print("1s table: r (bohr), then v_H, v_S, correction, v_BJ (hartree)")
for r, vs, corr in zip(radii, slater_table, correction_table):
    print(f"{r:5.1f} {hartree_1s(r):9.4f} {vs:9.4f} {corr:9.4f} {vs+corr:9.4f}")
print(f"Gaussian exp(-0.3 r^2), correction at r=1 bohr: "
      f"{gauss_corr[0]:.4f} hartree")
print(f"Gaussian exp(-0.3 r^2), correction at r=2 bohr: "
      f"{gauss_corr[1]:.4f} hartree")
print(f"First-cycle eigenvalue, wrong start: {e_first:.4f} hartree")
print(f"Self-consistent eigenvalue: {e1[0]:.4f} hartree")
print(f"Cycles used: {cycles}")
print(f"Formula -1/2 + C: {eps_formula:.4f} hartree "
      f"= {eps_formula*HARTREE_EV:.2f} eV")
print(f"Exact eigenvalue: {-0.5:.4f} hartree = {-0.5*HARTREE_EV:.2f} eV")
print(f"1s-2s spacing in BJ potential: {e1[1]-e1[0]:.4f} hartree")
print(f"Largest departure of correction from C, r<15 bohr: "
      f"{flatness:.1e} hartree")
print(f"Largest error of radial function u=r*R: {orbital_error:.1e} bohr^-1/2")
print(f"Z=2 ion, self-consistent eigenvalue: {e_ion:.4f} hartree")
print(f"Z=2 ion, formula -2 + 2C: {-2+2*C:.4f} hartree")
print(f"Energy 0.01 hartree too high: node at r = {node_radius:.2f} bohr")
print(f"Energy 0.01 hartree too low: slope g changes sign at r = "
      f"{turn_radius:.2f} bohr")
print(f"Kinetic energy: {kinetic:.4f} hartree")
print(f"Nuclear attraction: {nuclear:.4f} hartree")
print(f"Hartree energy: {e_hartree:.4f} hartree")
print(f"Exchange energy: {e_exchange:.4f} hartree")
print(f"Exchange energy from virial of v_BJ: {virial_x:.4f} hartree")
print(f"Total energy: {total:.4f} hartree")
print(f"Neglected nuclear motion: {recoil:+.2f} meV")
print(f"Neglected relativity: {relativity:+.2f} meV")
print("every check passed")
```

Output:

```
BJ constant C = 0.205468 hartree = 5.591 eV
C from uniform gas, rho=0.01 bohr^-3: 0.20547
C from uniform gas, rho=0.30 bohr^-3: 0.20547
1s table: r (bohr), then v_H, v_S, correction, v_BJ (hartree)
  0.5    0.8964   -0.8964    0.2055   -0.6909
  1.0    0.7293   -0.7293    0.2055   -0.5239
  2.0    0.4725   -0.4725    0.2055   -0.2671
  5.0    0.1999   -0.1999    0.2055    0.0055
 10.0    0.1000   -0.1000    0.2055    0.1055
Gaussian exp(-0.3 r^2), correction at r=1 bohr: 0.1233 hartree
Gaussian exp(-0.3 r^2), correction at r=2 bohr: 0.2466 hartree
First-cycle eigenvalue, wrong start: -0.3871 hartree
Self-consistent eigenvalue: -0.2945 hartree
Cycles used: 11
Formula -1/2 + C: -0.2945 hartree = -8.01 eV
Exact eigenvalue: -0.5000 hartree = -13.61 eV
1s-2s spacing in BJ potential: 0.3750 hartree
Largest departure of correction from C, r<15 bohr: 3.4e-06 hartree
Largest error of radial function u=r*R: 1.0e-05 bohr^-1/2
Z=2 ion, self-consistent eigenvalue: -1.5890 hartree
Z=2 ion, formula -2 + 2C: -1.5891 hartree
Energy 0.01 hartree too high: node at r = 5.08 bohr
Energy 0.01 hartree too low: slope g changes sign at r = 6.17 bohr
Kinetic energy: 0.5000 hartree
Nuclear attraction: -1.0000 hartree
Hartree energy: 0.3125 hartree
Exchange energy: -0.3125 hartree
Exchange energy from virial of v_BJ: -0.3125 hartree
Total energy: -0.5000 hartree
Neglected nuclear motion: +7.41 meV
Neglected relativity: -0.18 meV
every check passed
```
